# Stern's polarizability and screening in the two-dimensional electron gas, part 2

Electrons move freely in a plane of zero thickness over a uniform neutralizing background. We seek their density response to a weak potential energy $U e^{i\mathbf q\cdot\mathbf r-izt}$, with $z=\omega+i\eta$ and $\eta\to0^+$, and then how they screen a charge. Hartree atomic units are used (lengths in bohr, energies in hartree), with $\varepsilon_{\mathbf k}=k^2/2$ and two spin states. Except in part (g), the temperature is zero and the occupation $f_{\mathbf k}$ is 1 for $k<k_F$ and 0 outside. The density is $n=k_F^2/(2\pi)$, and $r_s$ is defined by $\pi r_s^2n=1$. The example has $r_s=2$ bohr: $n=0.0796$ per bohr², $k_F=0.7071$ per bohr, $E_F=0.25$ hartree.

With the pair energy $\Delta=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\mathbf q\cdot\mathbf k+q^2/2$, the induced density $\delta n$ and polarizability $\Pi$ are

$$\delta n=-\Pi U,\qquad
\Pi(q,z)=2\int\!\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\Delta-z}. \tag{1}$$

$$\Pi=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\Delta-z}+\frac1{\Delta+z}\right]. \tag{2}$$

Part (b) found $J(a,b)=\int_0^{2\pi}d\theta/(a-b\cos\theta)$ for $|a|>b$ from a binomial series:

$$J=\frac{2\pi}{a}\sum_{m=0}^{\infty}\binom{2m}{m}\frac1{4^m}\frac{b^{2m}}{a^{2m}}
=\frac{2\pi}{a}\left(1-\frac{b^2}{a^2}\right)^{-1/2}.$$

With $a_\pm=z\pm q^2/2$ and $R(a,b)=\sqrt{a-b}\,\sqrt{a+b}$ (principal roots),

$$\Pi=\frac1\pi\int_0^{k_F}k\,dk
\left[\frac1{R(a_+,qk)}-\frac1{R(a_-,qk)}\right]. \tag{4}$$

With $\nu_\pm=\frac{z}{qk_F}\pm\frac{q}{2k_F}$ and $s(\nu)=\sqrt{\nu-1}\,\sqrt{\nu+1}$, this becomes

$$\boxed{\;\Pi(q,z)=\frac1\pi\left\{1+\frac{k_F}{q}
\left[s(\nu_-)-s(\nu_+)\right]\right\}\;} \tag{5}$$

As $\nu$ approaches the real axis from above,

$$s(\nu)=\begin{cases}
\operatorname{sgn}(\nu)\sqrt{\nu^2-1}, & |\nu|>1,\\
i\sqrt{1-\nu^2}, & |\nu|<1.
\end{cases}\tag{6}$$

Energy is absorbed, $\operatorname{Im}\Pi>0$, in the pair continuum

$$\frac{q^2}{2}-qk_F<\omega<\frac{q^2}{2}+qk_F,\qquad\omega>0. \tag{7}$$

The numerical check, called direct integration below, integrates the difference of occupations.

Part (e), the static limit, asks: *Set $\omega=0$. Find $\Pi(q,0)$ for all $q$, its behaviour just above $q=2k_F$ and at large $q$, and explain its shape.*

**Solution.** Let $x=q/(2k_F)$, so that $\nu_\pm=\pm x$. If $x<1$, then $s(-x)=s(x)=i\sqrt{1-x^2}$ and the bracket in (5) vanishes. If $x>1$, the sign in (6) gives $s(-x)-s(x)=-2\sqrt{x^2-1}$. Multiplication by $k_F/q=1/(2x)$ yields $-\sqrt{1-1/x^2}$. Therefore

$$\boxed{\;\Pi(q,0)=\frac1\pi\begin{cases}
1, & q\le2k_F,\\[2pt]
1-\sqrt{1-(2k_F/q)^2}, & q>2k_F.
\end{cases}\;}\tag{8}$$

The electrons responsible for the plateau can be identified from (4). At zero frequency $a_\pm=\pm q^2/2$. For $k>q/2$ the two values of $R$ are the same imaginary number, and their contributions cancel. For $k<q/2$ they are real and opposite, and their contributions add. In form (2), then, electrons with $k>q/2$ contribute nothing after the angular average. For $q<2k_F$ the rest give

$$\Pi=\frac1\pi\int_0^{q/2}\frac{2k\,dk}{q\sqrt{q^2/4-k^2}}
=\frac{2}{\pi q}\cdot\frac q2=\frac1\pi .$$

The disk of radius $q/2$ gives the same total whatever its size, provided it is filled. Once $q>2k_F$ its outer part is empty and the response falls.

Just beyond the edge put $q=2k_F(1+\delta)$ with $0<\delta\ll1$. Then

$$1-\pi\Pi=\sqrt{1-(1+\delta)^{-2}}\simeq\sqrt{2\delta}.$$

The function is continuous, but its slope just above $2k_F$ is infinite. At $\delta=0.001$ direct integration gives a relative drop of 0.04469, against 0.04472 from this law. At $q=2.2k_F$, only 10% beyond the edge, $\Pi$ has fallen from 0.318 to 0.186.

The square root describes the onset, not the distant tail. For $q\gg2k_F$, using $1-\sqrt{1-y}\simeq y/2$ with $y=4k_F^2/q^2$,

$$\Pi\simeq\frac{2k_F^2}{\pi q^2}=\frac{4n}{q^2}.$$

The same result follows from (2) if every electron has pair energy $q^2/2$: the response is then $n\times2/(q^2/2)$. At such short wavelengths the initial momenta no longer matter to leading order.

## Second half: screening and collective motion

The gas has density $n=k_F^2/(2\pi)$ and Fermi energy $E_F=k_F^2/2=\pi n$. A total potential energy $U$ induces the density $\delta n=-\Pi U$. With $\Delta=\mathbf q\cdot\mathbf k+q^2/2$, $\nu_\pm=z/(qk_F)\pm q/(2k_F)$ and $s(\nu)=\sqrt{\nu-1}\sqrt{\nu+1}$, the first half gave

$$\Pi(q,z)=2\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}
\left[\frac1{\Delta-z}+\frac1{\Delta+z}\right]
=\frac1\pi\left\{1+\frac{k_F}{q}[s(\nu_-)-s(\nu_+)]\right\}.$$

At zero frequency this is $1/\pi$ for $q\le2k_F$ and $(1/\pi)[1-\sqrt{1-(2k_F/q)^2}]$ beyond. Numerical values are again for $r_s=2$ bohr unless another value is stated.

### (f) The screening wavevector

*Let the electrons interact through $1/r$, and let each respond as a free particle to the total average potential. Find the static dielectric function. Define $q_s$ by $\varepsilon=1+q_s/q$ at small $q$, and determine how it depends on density.*

**Solution.** First the interaction is needed in wavevector space. Let $J_0(x)$ be the average of $e^{ix\cos\theta}$ over $\theta$. Integrating over the distance before the angle gives, for $t>0$,

$$\int_0^\infty e^{-tr}J_0(qr)\,dr
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{t-iq\cos\theta}
=\frac1{\sqrt{t^2+q^2}}. \tag{9}$$

The last step uses the binomial series of part (b) with $b=iq$ for $t>q$, and then analytic continuation to all $t>0$. The limit $t\to0$ gives the two-dimensional transform of $1/r$:

$$v(q)=\int d^2r\,\frac{e^{-i\mathbf q\cdot\mathbf r}}{r}
=2\pi\int_0^\infty J_0(qr)\,dr=\frac{2\pi}{q}.$$

The induced density adds its own potential to the external one:

$$U=U_{\rm ext}+v\,\delta n=U_{\rm ext}-v\Pi U
\quad\Rightarrow\quad U=\frac{U_{\rm ext}}{\varepsilon},\qquad
\varepsilon=1+v\Pi .$$

This is the random-phase approximation. It leaves out exchange and correlation corrections to the potential felt by an electron. On the plateau $\Pi=1/\pi$, so

$$\boxed{\;\varepsilon(q,0)=1+\frac2q\quad(q\le2k_F),\qquad
q_s=2\pi\cdot\frac1\pi=2\ \text{per bohr}\;}\tag{10}$$

or 37.8 per nm. The density has dropped out. The reason is visible for a potential that varies slowly in space. The number of states per area below energy $E$ is $2\pi k^2/(2\pi)^2=E/\pi$, because both the area in wavevector space and the energy grow as $k^2$. The density of states is thus the constant $1/\pi$. In equilibrium the local Fermi energy is lowered by $U$, and the density changes by $-U/\pi$ whatever its initial value. In three dimensions the same count gives $n\propto\mu^{3/2}$, where $\mu$ is the chemical potential, and the slope $\partial n/\partial\mu$ grows as $n^{1/3}$.

Direct integration at $q=0.2$ per bohr gives $q_s=2.00000$ per bohr at both $r_s=2$ and $r_s=8$ bohr. The range of $q$ over which (10) holds does depend on density: $2k_F$ is 1.414 per bohr in the first gas and 0.354 in the second. At $r_s=2$ the wavevector $q_s$ itself lies outside that range. The dielectric function is 2.414 at $q=2k_F$ and falls to 1.240 at $q=3k_F$, where the constant $\Pi$ would have given $1+2/(3k_F)=1.943$.

For a band mass $m$ and a background dielectric constant $\kappa$, static pair energies are divided by $m$, so the plateau becomes $m/\pi$. The interaction is divided by $\kappa$. Then $q_s=2m/\kappa$ per bohr, which is 2 per effective bohr $\kappa/m$.

The density independence rests on the parabolic band, zero temperature and the random-phase approximation. A layer of finite thickness with one occupied subband multiplies $v(q)$ by a form factor that tends to 1 as $q\to0$: $q_s$ is unchanged, but $\varepsilon=1+2/q$ then no longer holds exactly up to $2k_F$. Corrections from exchange and correlation depend on density, and they are not small at the densities of the examples. The exchange energy per electron, $-4k_F/(3\pi)$, alone multiplies $\partial\mu/\partial n$ by $1-\sqrt2\,r_s/\pi$, which is 0.10 at $r_s=2$ and negative at $r_s=8$. The value $q_s=2$ describes a real gas only when $r_s$, in effective bohr, is well below 1.

### (g) Finite temperature

*Let the gas have temperature $T$, measured in hartree, at fixed density. Find $q_s$ from the static response at $q\to0$.*

**Solution.** Equation (1) holds for any equilibrium occupation, now $f(\varepsilon)=1/[e^{(\varepsilon-\mu)/T}+1]$. With $z=0$ and $q\to0$, the ratio $(f_{\mathbf k}-f_{\mathbf k+\mathbf q})/\Delta$ tends to $-df/d\varepsilon$. The constant density of states then gives

$$\Pi(q\to0,0)=\frac1\pi\int_0^\infty\left(-\frac{df}{d\varepsilon}\right)d\varepsilon
=\frac{f(0)}{\pi}=\frac1\pi\,\frac{e^{\mu/T}}{1+e^{\mu/T}}.$$

To eliminate $\mu$, note that $f=-T\,\dfrac{d}{d\varepsilon}\ln[1+e^{(\mu-\varepsilon)/T}]$. Hence

$$n=\frac1\pi\int_0^\infty f\,d\varepsilon=\frac T\pi\ln(1+e^{\mu/T}).$$

Since $\pi n=E_F$, this says $1+e^{\mu/T}=e^{E_F/T}$. Substitution gives $f(0)=1-e^{-E_F/T}$ and

$$q_s(T)=2\left(1-e^{-E_F/T}\right). \tag{11}$$

For $T\ll E_F$ the correction is exponentially small. For $T\gg E_F$, $q_s\simeq2E_F/T=2\pi n/T$, which is the classical result and is proportional to density. At $T=E_F/2=0.125$ hartree, $q_s=2(1-e^{-2})=1.729$ per bohr. Raising the temperature empties the bottom of the band, and it is the occupation $f(0)$ there that fixes the compressibility.

### (h) The screened charge in real space

*Use $\varepsilon=1+2/q$ at every $q$, the Thomas–Fermi approximation. Find the potential of a unit charge in the plane at large distance. Then find what the edge at $2k_F$ adds to the random-phase result.*

**Solution.** The screened interaction is $v/\varepsilon=2\pi/(q+2)$. Its transform back to real space is

$$W(r)=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q+2}\,e^{i\mathbf q\cdot\mathbf r}
=\int_0^\infty\frac{q\,J_0(qr)}{q+2}\,dq .$$

Write $1/(q+2)=\int_0^\infty e^{-(q+2)t}dt$. Equation (9), with $q$ and $r$ exchanged, reads $\int_0^\infty e^{-qt}J_0(qr)dq=(t^2+r^2)^{-1/2}$. Applying $-\partial_t$ brings down a factor $q$ on the left and gives $t/(r^2+t^2)^{3/2}$ on the right. Therefore

$$W(r)=\int_0^\infty\frac{t\,e^{-2t}}{(r^2+t^2)^{3/2}}\,dt
\;\longrightarrow\;\frac1{r^3}\int_0^\infty t\,e^{-2t}dt=\frac1{4r^3}
\qquad(r\to\infty). \tag{12}$$

The exponential restricts $t$ to values of order 1 bohr, so $t$ can be dropped beside a large $r$. At $r=10$ bohr, $W=2.447\times10^{-4}$ hartree. The tail formula gives $2.5\times10^{-4}$, and the unscreened potential is 0.1. Screening is strong but the decay is a power law: $q_s$ is not the rate of an exponential. In wavevector space the cause is the term linear in $q=|\mathbf q|$ in $2\pi/(q+2)=\pi(1-q/2+\dots)$, which has a cusp at the origin.

This approximation misses the sudden fall of $\Pi$ above $2k_F$. In the random-phase approximation the factor $1/(q+2)$ is replaced by $1/(q+2\pi\Pi)$. Just above the edge put $q=2k_F+p$, so that $\delta=p/(2k_F)$ and $2\pi\Pi\simeq2-2\sqrt{p/k_F}$. The singular part of the factor is

$$\frac1{q+2\pi\Pi}\bigg|_{\rm sing}\simeq
\frac{2\sqrt{p/k_F}}{(2k_F+2)^2}=\frac{\sqrt{p/k_F}}{2(1+k_F)^2}.$$

At large $r$ use $J_0(qr)\simeq\sqrt{2/(\pi qr)}\cos(qr-\pi/4)$, with $q=2k_F$ in the slowly varying factors. The behaviour near the lower end follows from

$$\int_0^\infty\sqrt p\,e^{ipr}dp=\frac{\sqrt\pi}{2}\,r^{-3/2}e^{3\pi i/4},$$

understood with a weak convergence factor $e^{-\lambda p}$, $\lambda\to0^+$. The phases combine to $\cos(2k_Fr+\pi/2)=-\sin(2k_Fr)$. The amplitudes multiply as

$$2k_F\cdot\frac1{\sqrt{\pi k_Fr}}\cdot\frac1{2\sqrt{k_F}(1+k_F)^2}
\cdot\frac{\sqrt\pi}{2r^{3/2}}=\frac1{2(1+k_F)^2r^2}.$$

The edge thus adds the Friedel oscillation

$$W_{\rm osc}(r)\simeq-\frac{\sin(2k_Fr)}{2(1+k_F)^2\,r^2}. \tag{13}$$

It falls more slowly than $1/(4r^3)$ and, away from the zeros of the sine, dominates at sufficiently large distance. This holds at zero temperature; a finite temperature rounds the edge at $2k_F$ and damps the oscillation. At 10 bohr, where $\sin(2k_Fr)\approx1$, formula (13) gives $-1.7\times10^{-3}$ hartree, seven times the Thomas–Fermi value in size and of opposite sign. The Thomas–Fermi value quoted there is therefore not the full static random-phase potential. Formula (13) is itself only the leading term. The next one, from the part of $1/(q+2\pi\Pi)$ linear in $p$ above the edge, is smaller only by a factor of order $r^{-1/2}$, and the full random-phase integral at 10 bohr is $-1.86\times10^{-3}$ hartree.

### (i) Long wavelengths at fixed frequency

*Keep $\omega>0$ fixed and let $q\to0$. Compare with the static limit, and find the integral of $\omega\operatorname{Im}\Pi$ over positive frequencies.*

**Solution.** Combine the two fractions in the form (2):

$$\frac1{\Delta-\omega}+\frac1{\Delta+\omega}=\frac{2\Delta}{\Delta^2-\omega^2}
\simeq-\frac{2\Delta}{\omega^2},$$

because every $\Delta$ in the filled disk tends to zero with $q$. The part $\mathbf q\cdot\mathbf k$ averages to zero over the disk, and $q^2/2$ remains. Since $2\int f_{\mathbf k}\,d^2k/(2\pi)^2=n$,

$$\Pi(q,\omega)\simeq-\frac2{\omega^2}\,n\,\frac{q^2}{2}=-\frac{nq^2}{\omega^2},
\qquad qk_F+q^2/2\ll\omega. \tag{14}$$

At $q=0.01$ per bohr and $\omega=0.5$ hartree this gives $-3.1831\times10^{-5}$; direct integration gives $-3.1836\times10^{-5}$ per (hartree bohr²).

The static limit is $+1/\pi$, while (14) tends to zero through negative values. The limits $q\to0$ and $\omega\to0$ do not commute. What decides is the ratio $w=\omega/(qk_F)$ of the phase velocity to the Fermi velocity. If $w$ is held fixed while $q\to0$, the difference $s(\nu_-)-s(\nu_+)$ in (5) becomes $-(q/k_F)\,ds/dw$, so for $w>1$

$$\Pi\to\frac1\pi\left(1-\frac{w}{\sqrt{w^2-1}}\right).$$

For large $w$ this is $-1/(2\pi w^2)$, which is (14). For $w<1$, $s=i\sqrt{1-w^2}$ and the derivative is imaginary: the real part of $\Pi$ is $1/\pi$ and the imaginary part is $w/(\pi\sqrt{1-w^2})$. A slow potential, $w\ll1$, lets the electrons settle into equilibrium, and $\Pi$ approaches the static value. A fast one, $w\gg1$, drives them as free masses, whose displacement is opposite to the force. Near $w=1$ neither picture holds: at $w=0.5$ the imaginary part is 0.58 times the real part, and at $w=2$ the response is 1.24 times the value (14).

For the frequency integral, the imaginary part of $1/(\Delta-\omega-i0)$ is $\pi\delta(\Delta-\omega)$, where $\delta$ now denotes the delta function, and that of $1/(\Delta+\omega+i0)$ is $-\pi\delta(\Delta+\omega)$. After multiplication by $\omega$ and integration over $\omega>0$, the first gives $\pi\Delta$ when $\Delta>0$, and the second gives $\pi\Delta$ when $\Delta<0$. Hence

$$\int_0^\infty\omega\operatorname{Im}\Pi\,d\omega
=2\pi\int\!\frac{d^2k}{(2\pi)^2}f_{\mathbf k}\Delta=\frac{\pi nq^2}{2}. \tag{15}$$

The program tests this sum rule at $q=0.5$ and 2 per bohr.

### (j) The plasmon

*A density oscillation can sustain itself without an external potential when $\varepsilon(q,\omega)=0$. Solve this equation for real $\omega>0$, and find the largest $q$ for which a solution exists.*

**Solution.** Inside the pair continuum $\operatorname{Im}\Pi>0$, so $\varepsilon$ cannot vanish at a real frequency. Below the continuum every $\Delta$ exceeds $\omega$, hence $2\Delta/(\Delta^2-\omega^2)>0$ and $\varepsilon>1$. A solution must therefore lie above the continuum or at its upper edge, where $\nu_\pm\ge1$ and $s_\pm=s(\nu_\pm)$ are real and nonnegative.

Let $u=1+q/2$. Setting $1+(2\pi/q)\Pi=0$ gives

$$1+\frac2q\left[1+\frac{k_F}{q}(s_--s_+)\right]=0
\quad\Rightarrow\quad s_+-s_-=\frac{qu}{k_F}.$$

The difference of squares is $s_+^2-s_-^2=\nu_+^2-\nu_-^2=2\omega/k_F^2$. Division gives $s_++s_-=2\omega/(qk_Fu)$, and therefore

$$s_\pm=\frac{\omega}{qk_Fu}\pm\frac{qu}{2k_F}. \tag{16}$$

Now equate $s_+^2$ to $\nu_+^2-1$:

$$\frac{\omega^2}{q^2k_F^2u^2}+\frac{\omega}{k_F^2}+\frac{q^2u^2}{4k_F^2}
=\frac{\omega^2}{q^2k_F^2}+\frac{\omega}{k_F^2}+\frac{q^2}{4k_F^2}-1 .$$

The linear terms cancel. Collecting $\omega^2$ on one side,

$$\frac{\omega^2}{q^2k_F^2}\,\frac{u^2-1}{u^2}
=1+\frac{q^2(u^2-1)}{4k_F^2},$$

$$\boxed{\;\omega_p^2=u^2\left[\frac{q^2k_F^2}{u^2-1}+\frac{q^4}{4}\right],
\qquad u=1+\frac q2\;}\tag{17}$$

Squaring may have admitted false roots, so $s_-\ge0$ must be imposed. By (16) this requires $\omega_p\ge q^2u^2/2$. Squaring this inequality between positive quantities and inserting (17) gives

$$\frac{q^2k_F^2}{u^2-1}\ge\frac{q^4(u^2-1)}{4}
\quad\Rightarrow\quad q(u^2-1)\le2k_F .$$

Since $u^2-1=q(1+q/4)$, the condition is

$$q^2\left(1+\frac q4\right)\le2k_F. \tag{18}$$

When it holds, $\omega_p\ge q^2u^2/2>q^2/2$ makes $\nu_-$ positive, and $s_-^2=\nu_-^2-1\ge0$ then makes $\nu_-\ge1$. The root is genuine. At equality $s_-=0$ and $\nu_-=1$, so the plasmon meets the upper edge of the pair continuum, $\omega=qk_F+q^2/2$. Beyond that point $\varepsilon$ has no zero at real frequency.

For $q\to0$, $u^2-1\simeq q$ and $\omega_p^2\simeq qk_F^2=2\pi nq$. The frequency vanishes with $q$ because the restoring interaction $2\pi/q$ is too weak at long wavelength to balance the factor $q^2$ in (14). The interaction has been taken as instantaneous, so retardation, which matters at very small $q$, is left out.

At $q=0.5$ per bohr, $u^2=1.5625$ and

$$\omega_p^2=1.5625\left[\frac{0.125}{0.5625}+0.015625\right]=0.3716,
\qquad\omega_p=0.610\ \text{hartree}.$$

The leading law gives 0.500 hartree, and the continuum ends at 0.479 hartree. The plasmon reaches the continuum at $q=1.058$ per bohr and $\omega=1.307$ hartree. These numbers test the mathematics of the random-phase model; they contain none of the exchange and correlation effects that it omits.

## Calculated quantities

```
rs = 2.0 bohr, density n = 0.079577 per bohr^2
kF = 0.707107 per bohr, 2kF = 1.414214 per bohr
Fermi energy EF = 0.250000 hartree
1/pi = 0.318310 per (hartree bohr^2)
Static Pi, per (hartree bohr^2): integral | formula | eps(q,0)
  q/kF = 0.50: 0.318310 | 0.318310 | 6.6569
  q/kF = 1.00: 0.318310 | 0.318310 | 3.8284
  q/kF = 2.00: 0.318310 | 0.318310 | 2.4142
  q/kF = 2.02: 0.273628 | 0.273628 | 2.2037
  q/kF = 2.20: 0.185703 | 0.185703 | 1.7501
  q/kF = 3.00: 0.081056 | 0.081056 | 1.2401
  q/kF = 4.00: 0.042645 | 0.042645 | 1.0947
Relative drop at q = 2kF(1+0.001): 0.04469
  square-root onset law gives 0.04472
Pi / [2kF^2/(pi q^2)] at q = 20 kF: 1.00251
Dynamic Pi, per (hartree bohr^2); q per bohr, w hartree
  q=0.5 w=0.1 nu-=-0.0707 nu+=0.6364: Re 0.318310, Im 0.101796
  q=0.5 w=0.4 nu-=0.7778 nu+=1.4849: Re -0.175840, Im 0.282920
  q=0.5 w=0.8 nu-=1.9092 nu+=2.6163: Re -0.037899, Im 0.000000
  q=2.0 w=0.2 nu-=-1.2728 nu+=1.5556: Re 0.095590, Im 0.000000
q = 0.5 per bohr: static Pi from Im Pi = 0.318310, moment/(pi n q^2/2) = 1.000000
q = 2.0 per bohr: static Pi from Im Pi = 0.093231, moment/(pi n q^2/2) = 1.000000
rs = 2.0 bohr: 2kF = 1.414214 per bohr, q_s = 2.00000 per bohr
rs = 8.0 bohr: 2kF = 0.353553 per bohr, q_s = 2.00000 per bohr
q_s = 37.795 per nm
T = EF/2 = 0.125000 hartree: mu = 0.231823 hartree, q_s = 1.72933 per bohr
Thomas-Fermi W(10 bohr) = 2.4469e-04 hartree
  tail 1/(4r^3) = 2.5000e-04, bare 1/r = 1.0000e-01 hartree
q = 0.01 per bohr, w = 0.5 hartree: Pi = -3.1836e-05, -n q^2/w^2 = -3.1831e-05
q = 0.1 per bohr: plasmon 0.231966, sqrt(2 pi n q) 0.223607, pair edge 0.075711 hartree
q = 0.5 per bohr: plasmon 0.609620, sqrt(2 pi n q) 0.500000, pair edge 0.478553 hartree
q = 0.8 per bohr: plasmon 0.924141, sqrt(2 pi n q) 0.632456, pair edge 0.885685 hartree
Plasmon enters pair continuum at q = 1.057586 per bohr, w = 1.307071 hartree
```
